# The Logarithm of the Symmetric Trotter Product and Its Time-Step Error

Auxiliary-field and path-integral Monte Carlo replace the exponential of a sum of two operators by a product of separate exponentials. The symmetric product is

$$S(s)=e^{sX/2}\,e^{sY}\,e^{sX/2},\qquad Z(s)=\log S(s),\qquad Z(0)=0 .$$

Here $X$ and $Y$ are finite matrices that need not commute, and $s$ is a real parameter that counts orders: every $X$ or $Y$ carries one factor $s$, so the coefficient of $s^n$ has total degree $n$ in $X$ and $Y$. At the end $s=1$. The problem is to find $Z$ through fourth order and to see what it implies for a small Hubbard model.

We write $[A,B]=AB-BA$ and $\mathrm{ad}_A B=[A,B]$. The norm satisfies $\|AB\|\le\|A\|\|B\|$ and $\|1\|=1$.

## (a) Time reversal

**Show that $Z(s)$ is well defined for small $s$, and that all its even orders vanish.**

*Solution.* Expand the three exponentials, remove the unit matrix and bound each remaining term by its norm:

$$\|S(s)-1\|\le e^{\sigma}-1,\qquad \sigma=|s|\,(\|X\|+\|Y\|).$$

For $\sigma<\ln2$ the right side is below one, so the series

$$Z=\sum_{k\ge1}\frac{(-1)^{k+1}}{k}(S-1)^k$$

converges and satisfies $e^Z=S$. Its norm obeys

$$\|Z\|\le\sum_{k\ge1}\frac{(e^\sigma-1)^k}{k}=-\ln(2-e^\sigma).$$

We also need uniqueness. If $\|W\|<\ln2$, then $\|e^W-1\|\le e^{\|W\|}-1<1$. The logarithm series of $e^W$ then converges absolutely and can be rearranged in powers of the single matrix $W$, so the scalar identity $\log e^w=w$ gives back $W$. Two matrices of norm below $\ln2$ with the same exponential are therefore equal. When $e^\sigma<3/2$, the bound above places both $Z(s)$ and $Z(-s)$ in this region.

Now multiply $S(s)$ by the product with reversed parameter. The factors cancel from the inside outwards:

$$S(s)S(-s)=e^{sX/2}e^{sY}\underbrace{e^{sX/2}e^{-sX/2}}_{1}e^{-sY}e^{-sX/2}=1 .$$

Hence $e^{Z(-s)}=S(-s)=S(s)^{-1}=e^{-Z(s)}$, and uniqueness gives

$$Z(-s)=-Z(s).$$

With $Z(s)=\sum_n s^nZ_n$ this reads $\sum_n[1+(-1)^n]s^nZ_n=0$, so $Z_n=0$ for every even $n$. The argument also holds for formal power series, where the exponential and the logarithm are inverse to each other for series without constant term.

Time reversal here means that a step with $-s$ undoes a step with $s$. It is a property of the palindromic product, and it does not require the Hamiltonian to have antiunitary time-reversal symmetry. The unsymmetric product lacks the property. Its expansion is

$$e^{sX}e^{sY}=1+s(X+Y)+s^2\left(\tfrac12X^2+XY+\tfrac12Y^2\right)+O(s^3),$$

and the second order of its logarithm is

$$\tfrac12X^2+XY+\tfrac12Y^2-\tfrac12(X+Y)^2=\tfrac12[X,Y].$$

## (b) The derivative of an exponential

**Express $\left(\frac{d}{ds}e^{Z(s)}\right)e^{-Z(s)}$ by commutators of $Z$ and $Z'=dZ/ds$.**

*Solution.* $Z$ and $Z'$ need not commute, so the scalar chain rule fails. Introduce a second parameter $u$ and define

$$G(u)=\left(\partial_s e^{uZ}\right)e^{-uZ},\qquad G(0)=0 .$$

Since $\partial_u e^{uZ}=Ze^{uZ}$, interchanging the derivatives gives $\partial_u\partial_s e^{uZ}=Z'e^{uZ}+Z\,\partial_se^{uZ}$. The last factor of $G$ contributes $-GZ$. Together,

$$\partial_uG=Z'+ZG-GZ=Z'+[Z,G].$$

The solution that vanishes at $u=0$ is

$$G(u)=\sum_{k\ge0}\frac{u^{k+1}}{(k+1)!}\,\mathrm{ad}_Z^k Z',$$

because its derivative is $Z'+\sum_{k\ge1}u^k\,\mathrm{ad}_Z^kZ'/k!$, and the sum equals $[Z,G]$. At $u=1$,

$$\left(\frac{d}{ds}e^{Z}\right)e^{-Z}=Z'+\tfrac12[Z,Z']+\tfrac16[Z,[Z,Z']]+\dots$$

The same method gives the conjugation formula needed next. The matrix $C(u)=e^{uA}Be^{-uA}$ obeys $C'=[A,C]$ with $C(0)=B$, so

$$e^{uA}Be^{-uA}=B+u[A,B]+\tfrac{u^2}{2}[A,[A,B]]+\dots$$

## (c) The third-order term

**Evaluate $S'S^{-1}$ in two ways and find $Z$ through fourth order.**

*Solution.* First differentiate the three factors of $S$ in turn and multiply from the right by $S^{-1}=e^{-sX/2}e^{-sY}e^{-sX/2}$:

$$S'S^{-1}=\tfrac12X+e^{sX/2}Ye^{-sX/2}+\tfrac12\,e^{sX/2}\left(e^{sY}Xe^{-sY}\right)e^{-sX/2}.$$

By the conjugation formula with $u=s/2$, the second term is

$$Y+\tfrac s2[X,Y]+\tfrac{s^2}{8}[X,[X,Y]]+O(s^3).$$

In the third term the inner conjugation gives $X+s[Y,X]+\frac{s^2}{2}[Y,[Y,X]]$. The outer one leaves $X$ unchanged, since $[X,X]=0$, and adds $\frac s2[X,s[Y,X]]$ at second order. With the prefactor $\frac12$, the third term is

$$\tfrac12X+\tfrac s2[Y,X]+\tfrac{s^2}{4}[Y,[Y,X]]+\tfrac{s^2}{4}[X,[Y,X]]+O(s^3).$$

In the sum the terms linear in $s$ cancel, because $[Y,X]=-[X,Y]$. For the same reason $[X,[Y,X]]=-[X,[X,Y]]$, and therefore

$$S'S^{-1}=X+Y+s^2\left\{\left(\tfrac18-\tfrac14\right)[X,[X,Y]]+\tfrac14[Y,[Y,X]]\right\}+O(s^3).$$

Next use part (b). By part (a), $Z=sZ_1+s^3Z_3+O(s^5)$ and $Z'=Z_1+3s^2Z_3+O(s^4)$. The first commutator is

$$[Z,Z']=3s^3[Z_1,Z_3]+s^3[Z_3,Z_1]+O(s^5)=2s^3[Z_1,Z_3]+O(s^5),$$

and the nested ones begin at order $s^4$ or higher. Hence

$$S'S^{-1}=Z_1+3s^2Z_3+O(s^3).$$

Comparison gives $Z_1=X+Y$ and $3Z_3=-\frac18[X,[X,Y]]+\frac14[Y,[Y,X]]$. Divide by three and set $s=1$:

$$\boxed{\log\left(e^{X/2}e^Ye^{X/2}\right)=X+Y-\tfrac1{24}[X,[X,Y]]+\tfrac1{12}[Y,[Y,X]]+\text{fifth order}}$$

At $s=1$ this is a convergent series when $X$ and $Y$ are small enough, as in part (a); otherwise it is a statement about the orders in $s$. The fourth order is absent by part (a). The fifth is present in general: expanding the logarithm in exact rational arithmetic leaves 30 five-letter words in $X$ and $Y$ with nonzero coefficients.

A limiting case follows from the exact expression for $S'S^{-1}$. If $[X,Y]$ commutes with both $X$ and $Y$, every nested commutator vanishes, so $S'=(X+Y)S$ and $S=e^{s(X+Y)}$. The splitting error thus comes from the double commutators, and from $[X,Y]$ only through them.

For unbounded operators, such as the kinetic energy in continuous space, the norm argument does not apply. The expansion is then formal unless domains and remainders are controlled separately.

## (d) The Hamiltonian that is really propagated

**Let $H=K+V$ with Hermitian matrices $K$ and $V$, and let $S=e^{-\tau K/2}e^{-\tau V}e^{-\tau K/2}$ be one step of imaginary time $\tau$. Find the Hamiltonian $H_{\rm eff}$ for which $S=e^{-\tau H_{\rm eff}}$.**

*Solution.* Put $X=-\tau K$ and $Y=-\tau V$. Each double commutator carries $(-\tau)^3$, and division of $\log S$ by $-\tau$ leaves $\tau^2$:

$$H_{\rm eff}=K+V-\frac{\tau^2}{24}[K,[K,V]]+\frac{\tau^2}{12}[V,[V,K]]+O(\tau^4).$$

For Hermitian $K$ and $V$ the norm condition of part (a) is not needed for $H_{\rm eff}$ to exist. With $M=e^{-\tau V/2}e^{-\tau K/2}$ we have $S=M^\dagger M$, which is positive definite and has a unique Hermitian logarithm at every real $\tau$. Since $S(-\tau)=S(\tau)^{-1}$, this logarithm is odd in $\tau$, and $H_{\rm eff}$ is even. A long projection with fixed $\tau$ therefore converges to the ground state of $H_{\rm eff}$, provided the starting state overlaps with it. More steps do not remove the difference from $H$; a smaller $\tau$ does.

## (e) Two-site Hubbard model: the growth energy

**Two sites hold one up and one down electron, with hopping $t$ and repulsion $U$. Find $H_{\rm eff}$ to order $\tau^2$ and the energy $E_\tau=-\tau^{-1}\ln\lambda$, where $\lambda$ is the largest eigenvalue of $S$.**

*Solution.* Let $|ij\rangle$ have the up electron on site $i$ and the down electron on site $j$, with up creation operators written first, so that hopping produces no extra signs. Define

$$|c\rangle=\frac{|12\rangle+|21\rangle}{\sqrt2},\qquad |i\rangle=\frac{|11\rangle+|22\rangle}{\sqrt2}.$$

Hopping takes both $|12\rangle$ and $|21\rangle$ to $-t(|11\rangle+|22\rangle)$, so $K|c\rangle=-2t|i\rangle$, and likewise $K|i\rangle=-2t|c\rangle$. The repulsion gives $V|c\rangle=0$ and $V|i\rangle=U|i\rangle$. With $a=2t$, $b=U/2$ and Pauli matrices in the basis $(|c\rangle,|i\rangle)$,

$$K=-a\sigma_x,\qquad V=b(1-\sigma_z),\qquad E_0=b-R,\qquad R=\sqrt{a^2+b^2}.$$

The two antisymmetric combinations are annihilated by $K$ and have energies $0$ and $U$, so the ground state lies in the pair above.

In auxiliary-field Monte Carlo the repulsion on each site is written as

$$e^{-\tau Un_\uparrow n_\downarrow}=\tfrac12e^{-\tau U(n_\uparrow+n_\downarrow)/2}\sum_{f=\pm1}e^{\gamma f(n_\uparrow-n_\downarrow)},\qquad \cosh\gamma=e^{\tau U/2}.$$

For an empty site both sides are $1$. For one electron the right side is $e^{-\tau U/2}\cosh\gamma=1$, and for two it is $e^{-\tau U}$. The identity is exact, so the time-step error comes from separating $K$ and $V$.

From $[\sigma_z,\sigma_x]=2i\sigma_y$ and $[\sigma_z,\sigma_y]=-2i\sigma_x$ follows $[\sigma_z,[\sigma_z,\sigma_x]]=4\sigma_x$; similarly $[\sigma_x,[\sigma_x,\sigma_z]]=4\sigma_z$. Thus

$$[V,[V,K]]=-4ab^2\sigma_x,\qquad [K,[K,V]]=-4a^2b\,\sigma_z,$$

and part (d) gives

$$H_{\rm eff}=b-a\left(1+\tfrac{\tau^2b^2}{3}\right)\sigma_x-b\left(1-\tfrac{\tau^2a^2}{6}\right)\sigma_z+O(\tau^4).$$

Within the pair $(|c\rangle,|i\rangle)$ and apart from the constant $\tau^2a^2b/6$, this has the form of a Hubbard dimer with stronger hopping, $t_{\rm eff}=t(1+\tau^2U^2/12)$, and weaker repulsion, $U_{\rm eff}=U(1-2\tau^2t^2/3)$. The two antisymmetric states are annihilated by $K$ and are eigenstates of $V$, so they keep the energies $0$ and $U$ exactly; on all four states $H_{\rm eff}$ is therefore not simply a dimer with rescaled parameters.

$S$ leaves the pair invariant, and on the two antisymmetric states it has the eigenvalues $1$ and $e^{-\tau U}$. The eigenvalues of the $2\times2$ block of $S$ in the pair follow from the trace and determinant of that block. By cyclicity, and because $\sigma_x$, $\sigma_z$ and $\sigma_x\sigma_z$ are traceless,

$$\mathrm{tr}\,S=2e^{-\tau b}\cosh a\tau\cosh b\tau,\qquad \det S=e^{-2\tau b}.$$

The eigenvalues of the block are therefore $e^{-\tau b\pm w}$ with $\cosh w=\cosh a\tau\cosh b\tau$. Since $\cosh a\tau>1$, we have $w>b\tau$ and $e^{-\tau b+w}>1$, so this is the largest eigenvalue of $S$ on all four states, and

$$E_\tau=b-\frac1\tau\,\mathrm{arccosh}\left(\cosh a\tau\cosh b\tau\right).$$

For small $\tau$,

$$\cosh a\tau\cosh b\tau=1+\frac{R^2\tau^2}{2}+\frac{(a^4+6a^2b^2+b^4)\tau^4}{24}+\dots=\cosh R\tau+\frac{a^2b^2\tau^4}{6}+O(\tau^6),$$

since $R^4=a^4+2a^2b^2+b^4$. Put $w=R\tau+\delta w$. To leading order $\cosh w-\cosh R\tau=R\tau\,\delta w$, so $\delta w=a^2b^2\tau^3/(6R)$ and

$$E_\tau=E_0-\frac{a^2b^2}{6R}\tau^2+O(\tau^4).$$

The growth energy approaches $E_0$ from below. This does not contradict the variational principle, because $E_\tau$ is an eigenvalue of $H_{\rm eff}$ and not an expectation value of $H$.

## (f) The energy of the projected state, and numbers

**Find the leading error of $\langle H\rangle$ in the normalized leading eigenvector of $S$. Does it matter which operator is halved? Evaluate both errors for $t=1$, $U=6$, and extrapolate to $\tau=0$.**

*Solution.* The ground state of $b-a\sigma_x-b\sigma_z$ is a spin along the vector $(a,b)$ in the $xz$ plane. $H_{\rm eff}$ changes this vector by $\delta a=\tau^2ab^2/3$ and $\delta b=-\tau^2a^2b/6$, which turns it by

$$\delta=\frac{b\,\delta a-a\,\delta b}{R^2}=\frac{\tau^2ab(a^2+2b^2)}{6R^2}.$$

In the turned state $\langle H\rangle=b-R\cos\delta$. The error is $R\delta^2/2$ to leading order:

$$\langle H\rangle-E_0=\frac{a^2b^2(a^2+2b^2)^2}{72R^3}\tau^4+O(\tau^6).$$

If $V$ is halved instead, $K$ and $V$ exchange roles in part (d). Then $\delta a=-\tau^2ab^2/6$ and $\delta b=\tau^2a^2b/3$, and the error has $b^2+2a^2$ in place of $a^2+2b^2$. Halving $V$ is thus better in this model, to leading order, when $b>a$.

The $\tau^4$ law is special to the energy evaluated with the projected state on both sides, where the error is quadratic in $\delta$. The state itself is wrong at order $\tau^2$, and so in general are quantities linear in $\delta$. For $t=1$, $U=6$, $\tau=0.1$ the total double occupancy is off by $+4.7\times10^{-3}$ with $K$ halved and $-3.6\times10^{-3}$ with $V$ halved. The mixed estimate $\langle\phi|H|\psi\rangle/\langle\phi|\psi\rangle$, with $\psi$ the projected state and $\phi$ the ground state of $K$, is off by $+3.2\times10^{-2}$ and $-2.5\times10^{-2}$. All four errors scale as $\tau^2$.

The growth energy does not depend on this choice. Both symmetric products are similar to $P=e^{-\tau K}e^{-\tau V}$; for example, $e^{\tau K/2}Pe^{-\tau K/2}=S$. The unsymmetric product therefore has the same eigenvalues too, and the symmetric form changes the eigenvectors.

With energies in units of $t$ and $\tau$ in units of $1/t$, the round parameters give $a=2$, $b=3$, $R=\sqrt{13}=3.6056$ and $E_0=-0.60555$. The coefficient of $\tau^2$ in $E_\tau$ is $-36/(6\times3.6056)=-1.664$. The coefficients of $\tau^4$ in $\langle H\rangle$ are $36\times22^2/(72R^3)=5.163$ with $K$ halved and $36\times17^2/(72R^3)=3.083$ with $V$ halved. Numerical diagonalization of $S$ gives:

| $\tau$ | $E_\tau-E_0$ | $\langle H\rangle-E_0$, $K$ halved | $\langle H\rangle-E_0$, $V$ halved |
|---|---|---|---|
| 0.20 | $-6.37\times10^{-2}$ | $7.60\times10^{-3}$ | $4.50\times10^{-3}$ |
| 0.10 | $-1.65\times10^{-2}$ | $5.06\times10^{-4}$ | $3.01\times10^{-4}$ |
| 0.05 | $-4.15\times10^{-3}$ | $3.21\times10^{-5}$ | $1.92\times10^{-5}$ |

At $\tau=0.1$ the leading laws predict $-1.66\times10^{-2}$, $5.16\times10^{-4}$ and $3.08\times10^{-4}$. At $\tau=0.2$ the first prediction is $-6.66\times10^{-2}$, and higher orders are visible. The effective parameters at $\tau=0.1$, from the numerical matrix logarithm of $S$ with $K$ halved, are $t_{\rm eff}=1.0297$ and $U_{\rm eff}=5.959$; the leading formulas give $1.0300$ and $5.960$.

Because $E_\tau=E_0+c_2\tau^2+c_4\tau^4+\dots$ has no odd powers, two time steps suffice to remove the leading error:

$$\frac{4E_{\tau/2}-E_\tau}{3}=E_0-\frac{c_4}{4}\tau^4+O(\tau^6).$$

For $\tau=0.1$ this is $[4(-0.6097001)+0.6220108]/3=-0.605597$, which differs from $E_0$ by $-4.5\times10^{-5}$. Starting from $\tau=0.05$ the difference is $-2.8\times10^{-6}$, smaller by a factor of 15.9, close to the 16 expected of a fourth-order error. If $\tau$ is too large for the first terms to dominate, this extrapolation loses its justification. For these parameters $\cosh a\tau\cosh b\tau=-1$ at the complex point $\tau\approx0.342+0.644i$, where $w$ has a branch point, so the series in $\tau$ cannot converge beyond $|\tau|\approx0.73$. Starting from $\tau=0.5$ the extrapolated energy is still off by $-2.3\times10^{-2}$.

Numerical values quoted here were computed with a short program.
